# Does Cahn–Hilliard with mobility 1−u² give pure surface diffusion?: a numerical check

```python
"""
Result under test: the Cahn-Hilliard equation
    u_t = div(M grad mu),  mu = u^3 - u - eps^2 Lap u,  M = max(1-u^2, 0)
has, for small eps, an interface law with surface diffusion AND bulk diffusion
at the same order eps^2:
    V = eps^2 [ (2/3) Lap_s kappa + (1/9) k d_n k ],  Lap(k^2) = 0 in the bulk.
Symbols: u order parameter, mu chemical potential, eps interface length,
R disc radius (u = +1 inside), L outer radius, m angular mode number,
kappa curvature, V normal velocity. Model quantities are dimensionless.
The steady disc has u = 1 up to a free edge, where the slope of u is zero.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

ROOT2 = np.sqrt(2.0)
OUTER = 3.0


def zero_crossing(r, u):
    j = np.where(u < 0)[0][0]
    return r[j - 1] + (r[j] - r[j - 1]) * u[j - 1] / (u[j - 1] - u[j])


def potential_bands(r, h, u, eps, m):
    """Tridiagonal matrix of the linearized chemical potential."""
    right, left = r + h / 2, r - h / 2
    right[-1] = 0.0                      # zero slope of u at the outer wall
    c = eps**2 / (r * h**2)
    bands = np.zeros((3, r.size))
    bands[0, 1:] = -(c * right)[:-1]
    bands[1] = c * (right + left) + 3 * u**2 - 1 + eps**2 * m**2 / r**2
    bands[2, :-1] = -(c * left)[1:]
    return bands


def steady_disc(eps, cells_per_eps=10):
    """Newton solution with constant mu outside the free edge, u = 1 inside."""
    h = eps / cells_per_eps
    r_all = (np.arange(int(round(OUTER / h))) + 0.5) * h
    mu = ROOT2 / 3 * eps
    offset = eps / ROOT2 * np.log(8 / mu)
    k = int(round((1 - offset) / h - 0.5))
    edge = r_all[k]
    r = r_all[k + 1:].copy()
    u = (-np.tanh((r - edge - offset) / (ROOT2 * eps)) + mu / 2
         - mu / 4 * np.exp(-ROOT2 * (r - edge) / eps))
    right, left = r + h / 2, r - h / 2
    right[-1] = 0.0
    q = h**2 / (2 * eps**2)              # zero slope: u_first = 1 - q*mu
    change = 1.0
    for _ in range(60):
        up = np.append(u[1:], u[-1])
        down = np.insert(u[:-1], 0, 1.0)
        lap = (right * (up - u) - left * (u - down)) / (r * h**2)
        residual = u**3 - u - eps**2 * lap - mu
        x = solve_banded((1, 1), potential_bands(r, h, u, eps, 0),
                         np.column_stack([-residual, np.ones(r.size)]))
        dmu = (1 - u[0] - q * mu - x[0, 0]) / (x[0, 1] + q)
        du = x[:, 0] + dmu * x[:, 1]
        change = np.max(np.abs(du))
        damp = min(1.0, 0.3 / max(change, 1e-300))
        u = u + damp * du
        mu = mu + damp * dmu
        if change < 1e-9:
            break
    assert change < 1e-7, "steady disc not converged"
    assert u.max() < 1.0 and u.min() > -1.0
    return dict(eps=eps, h=h, r=r, u=u, mu=mu, R=zero_crossing(r, u),
                edge=edge, k=k, r_all=r_all)


def slowest_rate(disc, m, power=1, cut=None):
    """Decay rate (negative = growth) of the slowest mode, inverse iteration.
    cut: if given, the mobility is closed beyond R + cut."""
    r, u, h, eps = disc["r"], disc["u"], disc["h"], disc["eps"]
    bands = potential_bands(r, h, u, eps, m)
    n = r.size if cut is None else int(np.searchsorted(r, disc["R"] + cut))
    r, u, bands = r[:n], u[:n], bands[:, :n]
    cell_mob = np.maximum(1 - u**2, 0)**power
    face_u = (u[1:] + u[:-1]) / 2
    w = (r[:-1] + h / 2) * np.maximum(1 - face_u**2, 0)**power / h
    stiff = np.zeros((3, n))
    stiff[0, 1:] = -w
    stiff[2, :-1] = -w
    stiff[1] = m**2 * cell_mob * h / r
    stiff[1, :-1] += w
    stiff[1, 1:] += w
    if cut is None:                      # reservoir: perturbed mu = 0 at L
        stiff[1, -1] += 2 * OUTER * cell_mob[-1] / h
    phi = 1 - u**2
    old = 0.0
    for _ in range(80):
        phi = phi / np.linalg.norm(phi)
        pot = solve_banded((1, 1), stiff, r * h * phi)
        new = solve_banded((1, 1), bands, pot)
        rate = 1.0 / (phi @ new)
        phi = new
        if abs(rate - old) < 1e-8 * abs(rate):
            break
        old = rate
    assert abs(rate - old) < 1e-5 * abs(rate), "mode not converged"
    return rate


def geometry_factor(m, R):
    if m == 0:
        return 1 / np.log(OUTER / R)
    q = (R / OUTER)**(2 * m)
    return m * (1 + q) / (1 - q)


def sharp_scaled_rate(m, R):
    """Predicted rate times R^4/eps^2."""
    return (m**2 - 1) * (2 / 3 * m**2 + geometry_factor(m, R) / 9)


def tail_shift(eps, mu):
    return eps / ROOT2 * np.log(1 + 4 / mu)


# Interface integrals by quadrature of the flat profile
slope2 = quad(lambda z: (1 / np.cosh(z / ROOT2)**2 / ROOT2)**2, -25, 25)[0]
mob_int = quad(lambda z: 1 - np.tanh(z / ROOT2)**2, -25, 25)[0]
assert abs(slope2 - 2 * ROOT2 / 3) < 1e-8
assert abs(mob_int - 2 * ROOT2) < 1e-8
print(f"tension/eps = {slope2:.5f}, mobility integral/eps = {mob_int:.5f}")

# Spectrum of the full phase-field equation
print("model table, L = 3; rates times R^4/eps^2")
print("eps    R       mu/(eps/R) M_bulk/mu edge_gap/eps")
discs, rate0, rate2 = {}, {}, {}
eps_list = [0.05, 0.016, 0.004, 0.001]
for eps in eps_list:
    d = steady_disc(eps)
    discs[eps] = d
    scale = d["R"]**4 / eps**2
    rate0[eps] = slowest_rate(d, 0) * scale
    rate2[eps] = slowest_rate(d, 2) * scale
    bulk_mob = 1 - d["u"][-1]**2
    print(f"{eps:<6} {d['R']:.5f} {d['mu']*d['R']/eps:.5f}    "
          f"{bulk_mob/d['mu']:.4f}    {(d['R']-d['edge'])/eps:.3f}")
print("eps    growth m=0: full, law, law+tail | decay m=2: full, law")
raw_error, tail_error = {}, {}
for eps in eps_list:
    d = discs[eps]
    law0 = -sharp_scaled_rate(0, d["R"])
    tail0 = 1 / (9 * np.log(OUTER / (d["R"] + tail_shift(eps, d["mu"]))))
    raw_error[eps] = abs(-rate0[eps] / law0 - 1)
    tail_error[eps] = abs(-rate0[eps] / tail0 - 1)
    print(f"{eps:<6} {-rate0[eps]:.5f} {law0:.5f} {tail0:.5f} | "
          f"{rate2[eps]:.4f} {sharp_scaled_rate(2, d['R']):.4f}")

fine = discs[0.001]
assert abs(fine["mu"] * fine["R"] / 0.001 / (ROOT2 / 3) - 1) < 0.01
assert abs((1 - fine["u"][-1]**2) / fine["mu"] - 1) < 0.01
gap = np.log(8 / fine["mu"]) / ROOT2
assert abs((fine["R"] - fine["edge"]) / 0.001 / gap - 1) < 0.02
assert raw_error[0.001] < 0.02
assert raw_error[0.001] < raw_error[0.004] < raw_error[0.016]
assert tail_error[0.016] < raw_error[0.016]
assert tail_error[0.004] < raw_error[0.004]
assert abs(rate2[0.001] / sharp_scaled_rate(2, fine["R"]) - 1) < 0.015

# Causal test: close the bulk, keep the interface
closed = slowest_rate(fine, 2, cut=0.01) * fine["R"]**4 / 0.001**2
surface_only = 2 / 3 * 4 * 3
print(f"m=2, eps=0.001, bulk closed: {closed:.4f}; surface law {surface_only:.4f}")
assert abs(closed / surface_only - 1) < 0.015
assert rate2[0.001] - closed > 0.5

# Higher degeneracy: the exchange through the bulk drops by one order
quartic = {}
for eps in (0.004, 0.001):
    d = discs[eps]
    quartic[eps] = -slowest_rate(d, 0, power=2) * d["R"]**5 / eps**3
law_quartic = ROOT2 / 27 / np.log(OUTER / fine["R"])
print(f"M=(1-u^2)^2, m=0 growth*R^5/eps^3: {quartic[0.004]:.5f} (eps 0.004),")
print(f"  {quartic[0.001]:.5f} (eps 0.001), law {law_quartic:.5f}")
assert abs(quartic[0.001] / law_quartic - 1) < 0.03


def dissolve(disc, dt, t_first, t_last):
    """Disc dissolving into a sink (mu = 0, u = -1) at r = L.
    Implicit steps for u and mu together, mobility from the previous step."""
    eps, h, r = disc["eps"], disc["h"], disc["r_all"]
    n = r.size
    u = np.ones(n)
    u[disc["k"] + 1:] = disc["u"]
    out = r > disc["R"]
    shape = np.sqrt(1 - np.log(r[out] / disc["R"]) / np.log(OUTER / disc["R"]))
    u[out] += disc["mu"] * (shape - 1) / 2
    right = np.arange(1, n + 1) * h
    left = right - h
    right[-1] *= 2                       # the wall is half a cell away
    c = eps**2 / (r * h**2)
    band = np.zeros((7, 2 * n))          # unknowns: du_0, mu_0, du_1, mu_1, ...
    band[3] = 1.0
    band[2, 2::2] = (c * right)[:-1]
    band[6, 0:2 * n - 2:2] = (c * left)[1:]
    rhs = np.zeros(2 * n)
    first, last = int(round(t_first / dt)), int(round(t_last / dt))
    overshoot, R_first = 0.0, None
    for step in range(1, last + 1):
        nxt = np.append(u[1:], -1.0)
        prev = np.insert(u[:-1], 0, u[0])
        mob = np.maximum(1 - ((u + nxt) / 2)**2, 0)
        w_right = right * mob
        w_left = np.insert(w_right[:-1], 0, 0.0)
        g = dt / (r * h**2)
        band[4, 1:2 * n - 2:2] = -(g * w_left)[1:]
        band[2, 1::2] = g * (w_left + w_right)
        band[0, 3::2] = -(g * w_right)[:-1]
        band[4, 0::2] = -(c * (left + right) + 3 * u**2 - 1)
        rhs[1::2] = u**3 - u - c * (right * (nxt - u) - left * (u - prev))
        u = u + solve_banded((3, 3), band, rhs)[0::2]
        overshoot = max(overshoot, u.max() - 1)
        if step == first:
            R_first = zero_crossing(r, u)
    return R_first, zero_crossing(r, u), overshoot


# Nonlinear test of the bulk law
eps = 0.02
d = steady_disc(eps, cells_per_eps=6)
t1, t2 = 600.0, 2400.0
R1c, R2c, _ = dissolve(d, 2.0, t1, t2)
R1, R2, overshoot = dissolve(d, 1.0, t1, t2)
speed, speed_coarse = (R2 - R1) / (t2 - t1), (R2c - R1c) / (t2 - t1)
Rm = (R1 + R2) / 2
law_speed = -eps**2 / (18 * Rm**3 * np.log(OUTER / Rm))
shift = tail_shift(eps, ROOT2 / 3 * eps / Rm)
tail_speed = -eps**2 / (18 * Rm**3 * np.log(OUTER / (Rm + shift)))
print(f"sink run, eps={eps}: R {R1:.5f} -> {R2:.5f}, t {t1:.0f} -> {t2:.0f}")
print(f"dR/dt: run {speed:.4e}, law {law_speed:.4e}, law+tail {tail_speed:.4e}")
print(f"dR/dt with double time step {speed_coarse:.4e}; max(u)-1 = {overshoot:.1e}")
assert abs(speed_coarse / speed - 1) < 0.02
assert overshoot < d["mu"] / 4           # grid overshoot at the moving edge
assert abs(speed / law_speed - 1) < 0.15
assert abs(speed / tail_speed - 1) < 0.06

# Worked example: void in copper, rough typical parameters
T, radius, sink, width = 673.0, 20.0, 60.0, 1.0        # K, nm, nm, nm
gamma_SI, lattice = 1.7, 0.36                          # J/m^2, nm
D0, Qs, Qgb, Qv = 1e13, 0.8, 1.0, 2.1                  # nm^2/s, eV
kT = const.k * T / const.e
gamma = gamma_SI * 1e-18 / const.e                     # eV/nm^2
omega = lattice**3 / 4
layer = omega**(1 / 3)
Ds, Dgb, Dv = [D0 * np.exp(-Q / kT) for Q in (Qs, Qgb, Qv)]
cap = gamma * omega / kT
B = Ds * layer * cap
print(f"void: T={T:.0f} K, R={radius:.0f} nm, sink={sink:.0f} nm, eps={width:.0f} nm")
print(f"gamma={gamma_SI} J/m^2, a={lattice} nm, D0={D0:.0e} nm^2/s")
print(f"Q surface, boundary, lattice = {Qs}, {Qgb}, {Qv} eV; kT={kT:.5f} eV")
print(f"atomic volume={omega:.5f} nm^3, surface layer={layer:.4f} nm")
print(f"D surface={Ds:.3e}, D lattice={Dv:.3e} nm^2/s")
print(f"capillary length={cap:.3f} nm, B={B:.3e} nm^4/s")
surface_rate = 12 * B / radius**4
q4 = (radius / sink)**4
bulk_rate = 3 * B / 6 * 2 * (1 + q4) / (1 - q4) / radius**4
finite_rate = 1.5 * rate2[width / radius] * B / radius**4
print(f"m=2 rate: surface {surface_rate:.1f} /s, bulk term {bulk_rate:.1f} /s")
print(f"bulk/surface={100*bulk_rate/surface_rate:.2f} %; "
      f"full model at eps/R={width/radius}: {finite_rate:.1f} /s")
log_ratio = np.log(sink / radius)
t_model = 3 * radius**4 * (log_ratio + 0.25) / B
t_real = radius**3 * (log_ratio + 1 / 3) / (3 * Dv * cap)
t_model_q = quad(lambda x: 12 * x**3 * np.log(sink / x) / B, 0, radius)[0]
t_real_q = quad(lambda x: x**2 * np.log(sink / x) / (Dv * cap), 0, radius)[0]
assert abs(t_model / t_model_q - 1) < 1e-6
assert abs(t_real / t_real_q - 1) < 1e-6
print(f"void closure: model law {t_model:.4f} s, lattice diffusion {t_real:.3e} s")
D_implied = Ds * layer / (6 * radius)
print(f"implied lattice D={D_implied:.3e} nm^2/s, "
      f"{D_implied/Dv:.2e} times the real one")

# Size of neglected effects for the same void
aniso = 0.02                                           # fourfold part of gamma
current, resistivity, charge = 2e10, 4e-8, 5.0         # A/m^2, ohm m, |Z*|
field = current * resistivity * 1e-9                   # V/nm
wind = charge * field * radius**2 / (gamma * omega)
gibbs = (np.exp(cap / radius) - 1) / (cap / radius) - 1
print("neglected effects:")
print(f"stiffness anisotropy (4-fold {aniso}): {100*15*aniso:.0f} %")
print(f"linearized Gibbs-Thomson: {100*gibbs:.1f} %")
print(f"boundary/surface diffusivity: {100*Dgb/Ds:.1f} %")
print(f"lattice/surface rate, m=2: {Dv*radius/(2*Ds*layer):.1e}")
print(f"electromigration/capillarity at {current*1e-10:.0f} MA/cm^2, "
      f"{resistivity*1e8:.0f} uohm cm, |Z*|={charge:.0f}: {100*wind:.1f} %")
print("PASS")
```

Running it gives:

```
tension/eps = 0.94281, mobility integral/eps = 2.82843
model table, L = 3; rates times R^4/eps^2
eps    R       mu/(eps/R) M_bulk/mu edge_gap/eps
0.05   0.99998 0.47254    1.0122    4.150
0.016  0.99976 0.47175    1.0038    4.935
0.004  0.99984 0.47144    1.0009    5.911
0.001  1.00004 0.47135    1.0002    6.891
eps    growth m=0: full, law, law+tail | decay m=2: full, law
0.05   0.12271 0.10114 0.11925 | 8.6807 8.6833
0.016  0.10885 0.10112 0.10785 | 8.6905 8.6833
0.004  0.10335 0.10112 0.10314 | 8.6896 8.6833
0.001  0.10176 0.10114 0.10173 | 8.6881 8.6833
m=2, eps=0.001, bulk closed: 8.0095; surface law 8.0000
M=(1-u^2)^2, m=0 growth*R^5/eps^3: 0.04890 (eps 0.004),
  0.04800 (eps 0.001), law 0.04768
sink run, eps=0.02: R 0.98729 -> 0.94499, t 600 -> 2400
dR/dt: run -2.3498e-05, law -2.1748e-05, law+tail -2.3499e-05
dR/dt with double time step -2.3499e-05; max(u)-1 = 2.7e-04
void: T=673 K, R=20 nm, sink=60 nm, eps=1 nm
gamma=1.7 J/m^2, a=0.36 nm, D0=1e+13 nm^2/s
Q surface, boundary, lattice = 0.8, 1.0, 2.1 eV; kT=0.05799 eV
atomic volume=0.01166 nm^3, surface layer=0.2268 nm
D surface=1.021e+07, D lattice=1.880e-03 nm^2/s
capillary length=2.134 nm, B=4.943e+06 nm^4/s
m=2 rate: surface 370.7 /s, bulk term 31.7 /s
bulk/surface=8.54 %; full model at eps/R=0.05: 402.3 /s
void closure: model law 0.1310 s, lattice diffusion 9.519e+05 s
implied lattice D=1.930e+04 nm^2/s, 1.03e+07 times the real one
neglected effects:
stiffness anisotropy (4-fold 0.02): 30 %
linearized Gibbs-Thomson: 5.5 %
boundary/surface diffusivity: 3.2 %
lattice/surface rate, m=2: 8.1e-09
electromigration/capillarity at 2 MA/cm^2, 4 uohm cm, |Z*|=5: 1.3 %
PASS
```
